# The Least Ion Speed for Undamped Plasmon Excitation in Aluminium: verification in Python

```python
# RESULT UNDER TEST
# In a zero-temperature electron gas (random-phase approximation) a heavy ion
# can excite undamped bulk plasmons only above the minimum phase speed of the
# plasmon branch. That minimum lies slightly below the phase speed at the
# cutoff, v_F + q_c/2, where the branch meets the electron-hole continuum.
# Symbols (atomic units): kF Fermi wavevector = Fermi speed, q wavevector,
# w frequency, z = q/(2 kF), u = speed/kF, chi2 = 1/(pi kF),
# d = u - 1 - z = distance above the continuum edge (d > 0: undamped).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf
from pyscf.dft import libxc

pc = sc.physical_constants
HARTREE = pc["Hartree energy in eV"][0]
BOHR = pc["Bohr radius"][0] * 1e10                      # angstrom
SPEED = pc["atomic unit of velocity"][0] * 1e-5         # angstrom/fs
M_PROTON = sc.m_p / sc.m_e


def lindhard_F(z, d):
    """Closed form; dielectric function = 1 + chi2/z^2 * F, for d > 0."""
    a = d * (2 + d) * np.log((2 + d) / d)
    b = (2*z + d) * (2 + 2*z + d) * np.log((2 + 2*z + d) / (2*z + d))
    return 0.5 + (a - b) / (8 * z)


def fermi_average(z, d):
    """Average of 1/((u-x)^2 - z^2) over the Fermi sphere, by quadrature."""
    def f(t):
        return 0.75 * t * (2 - t) / ((t + d) * (t + d + 2*z))
    return quad(f, 0, 2, epsabs=1e-12, epsrel=1e-12, limit=300)[0]


def phase_speed(z, chi2):
    """Plasmon phase speed / kF at given z, from the quadrature."""
    d = brentq(lambda y: z*z - chi2 / 3 * fermi_average(z, y), 1e-9, 100,
               xtol=1e-14)
    return 1 + z + d


def cutoff(kF):
    c = 1 / (np.pi * kF)
    return brentq(lambda z: z*z - c/2*((1 + z)*np.log1p(1/z) - 1), 1e-6, 3,
                  xtol=1e-15)


def branch_z(d, kF, eps_b=1.0, fxc=0.0):
    """Plasmon z at distance d, with optional core screening and xc kernel."""
    c = 1 / (np.pi * kF)

    def g(z):
        factor = 1 + eps_b * fxc * kF**2 * z*z / np.pi
        return eps_b * z*z + c * factor * lindhard_F(z, d)
    return brentq(g, 1e-6, 3, xtol=1e-15)


def threshold(kF, eps_b=1.0, fxc=0.0, mass=np.inf):
    """Minimum over the branch of (w/q + q/(2 mass))/kF; returns d, z, u."""
    def speed(log_d):
        d = np.exp(log_d)
        z = branch_z(d, kF, eps_b, fxc)
        return 1 + z + d + z / mass
    best = minimize_scalar(speed, bounds=(-25, 0), method="bounded",
                           options={"xatol": 1e-9})
    d = np.exp(best.x)
    return d, branch_z(d, kF, eps_b, fxc), best.fun


def proton_energy(speed_au):
    return 0.5 * M_PROTON * speed_au**2 * HARTREE


# Aluminium: three valence electrons per atom, four atoms per cubic cell
lattice = 4.05                                          # angstrom, rounded
density = 12 / lattice**3
n = density * BOHR**3
kF = (3 * np.pi**2 * n)**(1/3)
rs = (3 / (4 * np.pi * n))**(1/3)
wp = np.sqrt(4 * np.pi * n)
chi2 = 1 / (np.pi * kF)
zc = cutoff(kF)
qc = 2 * kF * zc
uc = 1 + zc
dm, zm, um = threshold(kF)
qm, vm = 2 * kF * zm, kF * um
wm = qm * vm
Ep = proton_energy(vm)
Ec = proton_energy(kF * uc)

# Closed form against the momentum-space definition of the response
x, wt = np.polynomial.legendre.leggauss(120)
k = 0.5 * kF * (x + 1)
K, MU = np.meshgrid(k, x, indexing="ij")
WEIGHT = np.outer(0.5 * kF * wt * k**2, wt)
for q, w in [(0.3, 0.7), (0.5, 0.8), (0.68, 1.0)]:
    terms = 1/(w - K*q*MU - q*q/2) + 1/(-w - K*q*MU - q*q/2)
    response = 2 * 2*np.pi / (2*np.pi)**3 * np.sum(WEIGHT * terms)
    eps_definition = 1 - 4 * np.pi / q**2 * response
    z = q / (2 * kF)
    eps_closed = 1 + chi2 / z**2 * lindhard_F(z, w/(q*kF) - 1 - z)
    assert abs(eps_definition - eps_closed) < 1e-8

# Small-q dispersion coefficient 3/5
z = 0.03
q = 2 * kF * z
w = q * kF * phase_speed(z, chi2)
coefficient = (w*w - wp*wp) / (kF*q)**2
assert abs(coefficient / 0.6 - 1) < 0.01   # next order is of size q^2

# Cutoff formula against quadrature at the continuum edge
assert abs(zc**2 - chi2 / 3 * fermi_average(zc, 0.0)) < 1e-9

# Minimum found again by the quadrature road, scanning in wavevector
other = minimize_scalar(lambda y: phase_speed(y, chi2),
                        bounds=(0.9 * zc, 0.9995 * zc), method="bounded",
                        options={"xatol": 1e-8})
assert abs(other.fun - um) < 1e-8
assert abs(other.x - zm) < 1e-4
assert um < uc and zm < zc


# Number of undamped plasmons that an ion of given speed can excite
def count_roots(u):
    grid = np.linspace(0.01, u - 1, 8001)[:-1]
    g = grid**2 + chi2 * lindhard_F(grid, u - 1 - grid)
    return int(np.sum(g[1:] * g[:-1] < 0))


counts = [count_roots(u) for u in (0.999*um, 0.5*(um + uc), 1.01*uc)]
assert counts == [0, 2, 1]

# Slope of the phase speed close to the cutoff
L = np.log1p(1 / zc)
d0 = 1e-6
za, zb = branch_z(0.9 * d0, kF), branch_z(1.1 * d0, kF)
slope = 1 + 0.2 * d0 / (zb - za)
slope_formula = 1 - ((4 + 2*zc)*L - 2) / (np.log(2/d0) - (1 + 2*zc)*L)
assert slope > 0 and abs(slope - slope_formula) < 0.01


# Leading estimates of the position and depth of the minimum
def estimates(kF_value):
    z = cutoff(kF_value)
    ell = np.log1p(1 / z)
    d = 2 * np.exp(2 - (5 + 4*z) * ell)
    return d, d / ((4 + 2*z) * ell - 2)


d_est, depth_est = estimates(kF)
depth = uc - um
errors = []
for kk in (kF, 10.0, 100.0):
    d_true, _, u_true = threshold(kk)
    d_lead, depth_lead = estimates(kk)
    errors.append((abs(d_lead / d_true - 1),
                   abs(depth_lead / (1 + cutoff(kk) - u_true) - 1)))
errors = np.array(errors)
assert np.all(errors[0] < 0.2)      # leading order only at metal density
assert np.all(errors[2] < 0.01)
assert np.all(errors[2] < errors[0])


# Undamped pole: loss-function weight outside the continuum
def eps_complex(q, w):
    z, u = q / (2 * kF), w / (q * kF)
    total = 0
    for y in (z - u, z + u):
        total = total + (1 - y*y) * np.log((y + 1) / (y - 1))
    return 1 + chi2 / z**2 * (0.5 + total / (8 * z))


eta = 1e-5
q1 = 0.8 * qc
w1 = q1 * kF * phase_speed(q1 / (2*kF), chi2)
half = 0.5 * (w1 - q1*kF - q1*q1/2)
angle = np.linspace(-np.arctan(half/eta), np.arctan(half/eta), 20001)
ws = w1 + eta * np.tan(angle)
weight_below = trapezoid(np.imag(-1 / eps_complex(q1, ws + 1j*eta)), ws)
h = 1e-4
derivative = np.real(eps_complex(q1, w1 + h + 1e-12j)
                     - eps_complex(q1, w1 - h + 1e-12j)) / (2 * h)
assert abs(weight_below * derivative / np.pi - 1) < 0.01
q2 = 1.1 * qc
ws = q2*kF + q2*q2/2 + np.geomspace(1e-8, 3, 6000)
weight_above = trapezoid(np.imag(-1 / eps_complex(q2, ws + 1j*eta)), ws)
assert 0 <= weight_above < 1e-3 * weight_below

# Energy conversion checked in SI units
v_si = vm * SPEED * 1e5
assert abs(0.5 * sc.m_p * v_si**2 / sc.e / Ep - 1) < 1e-7
E75 = 0.5 * 75 * sc.atomic_mass * v_si**2 / sc.e

# Simple estimate: quadratic dispersion cut at the continuum edge
q_simple = brentq(lambda q: wp + 0.3*kF**2*q*q/wp - kF*q - q*q/2, 0.01, 1.5)
E_simple = proton_energy(kF + q_simple / 2)


# Neglected effect: exchange-correlation kernel of the local density
def kernel(name):
    step = 0.01 * n
    rho = np.array([n - step, n, n + step])
    e = rho * np.asarray(libxc.eval_xc(name, rho)[0])
    return (e[0] - 2*e[1] + e[2]) / step**2


assert abs(kernel("lda,") / (-np.pi / kF**2) - 1) < 1e-4
fxc = kernel("lda,pw")
E_xc = proton_energy(kF * threshold(kF, fxc=fxc)[2])

# Neglected effect: polarizable ion cores, Hartree-Fock Al3+ in a field
shells = [[0, [0.4 * 2.6**i, 1.0]] for i in range(12)]
shells += [[1, [0.3 * 2.6**i, 1.0]] for i in range(8)]
shells += [[2, [0.5 * 2.6**i, 1.0]] for i in range(5)]
mol = gto.M(atom="Al 0 0 0", charge=3, basis={"Al": shells}, verbose=0)
h0 = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
dipole_z = mol.intor("int1e_r")[2]


def ion_in_field(field):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.get_hcore = lambda *args: h0 + field * dipole_z
    energy = mf.kernel()
    assert mf.converged
    return energy, -np.sum(mf.make_rdm1() * dipole_z)


field = 0.02
e_zero, _ = ion_in_field(0.0)
e_field, dipole = ion_in_field(field)
polarizability = dipole / field
assert abs(2*(e_zero - e_field)/field**2 / polarizability - 1) < 0.01
eps_core = 1 + 4 * np.pi * (n / 3) * polarizability
E_core = proton_energy(kF * threshold(kF, eps_b=eps_core)[2])
E_both = proton_energy(kF * threshold(kF, eps_b=eps_core, fxc=fxc)[2])

# Neglected effects: recoil, relativity, temperature, plasmon broadening
E_recoil = proton_energy(kF * threshold(kF, mass=M_PROTON)[2])
beta2 = (v_si / sc.c)**2
E_rel = (1/np.sqrt(1 - beta2) - 1) * sc.m_p * sc.c**2 / sc.e
EF = 0.5 * kF**2 * HARTREE
thermal = sc.k * 300 / sc.e / (2 * EF)
assert thermal > depth
broadening = 1.0                                        # eV, chosen
E_blur = proton_energy(vm + broadening / HARTREE / qm) - Ep

print(f"lattice parameter (input)        {lattice:.2f} angstrom")
print(f"valence electron density         {density:.4f} per angstrom^3")
print(f"density parameter r_s            {rs:.4f} (atomic units)")
print(f"Fermi wavevector                 {kF/BOHR:.4f} 1/angstrom")
print(f"Fermi energy                     {EF:.3f} eV")
print(f"Fermi speed                      {kF*SPEED:.3f} angstrom/fs")
print(f"plasmon energy at q=0            {wp*HARTREE:.3f} eV")
print(f"chi2 = 1/(pi kF)                 {chi2:.5f}")
print(f"small-q coefficient (3/5)        {coefficient:.4f}")
print("branch: q/q_c, q (1/angstrom), energy (eV), speed/v_F")
for fraction in (0.25, 0.5, 0.75, 0.9):
    z = fraction * zc
    u = phase_speed(z, chi2)
    q = 2 * kF * z
    print(f"  {fraction:.2f}  {q/BOHR:.4f}  {q*kF*u*HARTREE:.3f}  {u:.4f}")
print(f"cutoff z_c                       {zc:.5f}")
print(f"L = ln(1+1/z_c)                  {L:.5f}")
print(f"cutoff wavevector q_c            {qc/BOHR:.4f} 1/angstrom")
print(f"plasmon energy at q_c            {qc*kF*uc*HARTREE:.3f} eV")
print(f"speed at cutoff / v_F            {uc:.5f}")
print(f"proton energy, cutoff speed      {Ec:.0f} eV")
print(f"wavevector at minimum            {qm/BOHR:.4f} 1/angstrom")
print(f"plasmon energy at minimum        {wm*HARTREE:.3f} eV")
print(f"minimum speed / v_F              {um:.5f}")
print(f"minimum speed                    {vm*SPEED:.3f} angstrom/fs")
print(f"minimum speed, converted         {v_si:.4e} m/s")
print(f"minimum speed                    {vm:.4f} atomic units")
print(f"PROTON ENERGY AT THRESHOLD       {Ep:.0f} eV")
print(f"ion of mass 75 u, same speed     {E75:.3e} eV")
print(f"d at minimum: true, estimate     {dm:.5f}, {d_est:.5f}")
print(f"depth in v/v_F: true, estimate   {depth:.6f}, {depth_est:.6f}")
print(f"cutoff minus true energy         {Ec-Ep:.1f} eV")
print(f"du/dz at d=1e-6: true, formula   {slope:.4f}, {slope_formula:.4f}")
print(f"roots below/between/above        {counts}")
print(f"loss weight outside, 0.8 q_c     {weight_below*HARTREE:.3f} eV")
print(f"loss weight outside, 1.1 q_c     {weight_above*HARTREE:.1e} eV")
print(f"quadratic-dispersion estimate    {E_simple:.0f} eV")
print(f"shift, exchange-correlation      {E_xc-Ep:.0f} eV")
print(f"Al3+ polarizability              {polarizability*BOHR**3:.4f} A^3")
print(f"core dielectric constant         {eps_core:.4f}")
print(f"shift, core polarization         {E_core-Ep:.0f} eV")
print(f"proton energy with both          {E_both:.0f} eV")
print(f"shift, proton recoil             {E_recoil-Ep:.1f} eV")
print(f"shift, relativity                {E_rel-Ep:.1f} eV")
print(f"thermal smear of v/v_F, 300 K    {thermal:.6f}")
print(f"energy blur, {broadening:.0f} eV broadening    {E_blur:.0f} eV")
print("finished without a failed check")
```

Output:

```
lattice parameter (input)        4.05 angstrom
valence electron density         0.1806 per angstrom^3
density parameter r_s            2.0738 (atomic units)
Fermi wavevector                 1.7488 1/angstrom
Fermi energy                     11.652 eV
Fermi speed                      20.246 angstrom/fs
plasmon energy at q=0            15.782 eV
chi2 = 1/(pi kF)                 0.34396
small-q coefficient (3/5)        0.6014
branch: q/q_c, q (1/angstrom), energy (eV), speed/v_F
  0.25  0.3231  16.139  3.7480
  0.50  0.6463  17.270  2.0053
  0.75  0.9694  19.443  1.5051
  0.90  1.1633  21.552  1.3903
cutoff z_c                       0.36954
L = ln(1+1/z_c)                  1.30997
cutoff wavevector q_c            1.2925 1/angstrom
plasmon energy at q_c            23.589 eV
speed at cutoff / v_F            1.36954
proton energy, cutoff speed      40130 eV
wavevector at minimum            1.2776 1/angstrom
plasmon energy at minimum        23.303 eV
minimum speed / v_F              1.36876
minimum speed                    27.711 angstrom/fs
minimum speed, converted         2.7711e+06 m/s
minimum speed                    1.2667 atomic units
PROTON ENERGY AT THRESHOLD       40084 eV
ion of mass 75 u, same speed     2.985e+06 eV
d at minimum: true, estimate     0.00349, 0.00305
depth in v/v_F: true, estimate   0.000785, 0.000724
cutoff minus true energy         46.0 eV
du/dz at d=1e-6: true, formula   0.6560, 0.6559
roots below/between/above        [0, 2, 1]
loss weight outside, 0.8 q_c     17.438 eV
loss weight outside, 1.1 q_c     9.4e-04 eV
quadratic-dispersion estimate    37645 eV
shift, exchange-correlation      -1092 eV
Al3+ polarizability              0.0393 A^3
core dielectric constant         1.0297
shift, core polarization         -236 eV
proton energy with both          38763 eV
shift, proton recoil             11.7 eV
shift, relativity                2.6 eV
thermal smear of v/v_F, 300 K    0.001109
energy blur, 1 eV broadening    3514 eV
finished without a failed check
```
